The centring barrier of a screw dislocation in a freely twisting cylinder

**1. The line on the axis**

A crystal whisker can grow on the step that a screw dislocation makes where it meets the end face. Growth of this kind lasts while the dislocation stays inside, although the side wall attracts it. The simplest case is a screw lying on the axis z of an isotropic cylinder with radius R, shear modulus μ, Burgers vector b and core radius r0 ≪ R.

Going once round the line raises the axial displacement by b, so u_z = bφ/2π. The shear strain is b/(2πr), and the stress σ_φz = μb/(2πr) leaves the side wall free of traction. It does, however, carry a torque through every cross-section:

M = ∫ r [μb/(2πr)] 2πr dr = μbR²/2.

An end that is free to rotate cannot supply this torque, so the cylinder twists. A twist α per length adds the shear αr. The elastic energy per length outside the core becomes

½μ ∫ [b/(2πr) + αr]² 2πr dr = K ln(R/r0) + αM + ½Dα²,

K = μb²/4π, D = πμR⁴/2.

Setting the derivative with respect to α to zero gives α = −M/D = −b/(πR²). The energy gained is

M²/2D = (μ²b²R⁴/4)/(πμR⁴) = μb²/4π = K.

The centred line therefore has the energy K[ln(R/r0) − 1]. The total stress μb/(2πr) − μbr/(πR²) vanishes at r = R/√2. That radius is not the barrier: when the line moves, the wall responds and the twist changes, so both must be recalculated.

**2. The line off the axis, with twist blocked**

Put the line at (d, 0), with x = d/R. (In derivatives and vector components x and y are coordinates; elsewhere x is this ratio.) Equilibrium, ∂σ_xz/∂x + ∂σ_yz/∂y = 0, is satisfied identically by

σ_xz = −(μb/2π) ∂G/∂y, σ_yz = (μb/2π) ∂G/∂x.

The stresses must also be μ times the gradient of u_z, so ∂σ_yz/∂x − ∂σ_xz/∂y = (μb/2π)∇²G must vanish away from the line. The wall traction is −μb/2π times the derivative of G along the wall, so a free wall requires constant G. Let ρ be the distance from the line and ρ′ the distance from an image screw of opposite sign at (R²/d, 0). At angle φ on the wall,

ρ² = R² + d² − 2Rd cos φ,

ρ′² = R² + R⁴/d² − 2(R³/d) cos φ = (R/d)² ρ².

Hence G = ln[Rρ/(dρ′)] vanishes on the wall, is harmonic away from the line, and has the right singularity ln ρ there.

The energy is (μb²/8π²)∫|∇G|² dA. Since ∇²G = 0 outside the core, the integral equals ∮G ∂G/∂n ds over the boundaries. The wall contributes nothing. On the small core circle the normal leaving the material points towards the line, so the contribution is −2πG(r0). There ρ = r0 and ρ′ ≈ R²/d − d, so

G(r0) = ln[R r0/(R² − d²)].

With μb²/8π² · 2π = K, the untwisted energy is

W0 = K ln[(R² − d²)/(R r0)] = K[ln(R/r0) + ln(1 − x²)].

For d = 0 this returns the first term of section 1. It falls at every step outward, so without twist the axis is an unstable position and there is no barrier. The formula needs a core much smaller than the distance to the wall.

**3. Releasing the twist**

The torque of the off-axis field is

M = ∫(xσ_yz − yσ_xz) dA = (μb/2π) ∫ r·∇G dA.

Write r·∇G = ∇·(rG) − 2G. The divergence term vanishes at the wall, where G = 0, and on the core circle as r0 → 0. This leaves M = −(μb/π)∫G dA.

To find the integral, use q = (R² − r²)/4, which has ∇²q = −1 and is zero on the wall. Including the line, ∇²G = 2πδ(r − d). Green's identity ∫(G∇²q − q∇²G) dA = 0 gives

−∫G dA − 2πq(d) = 0, so ∫G dA = −π(R² − d²)/2,

M = μb(R² − d²)/2.

The net shear force is proportional to ∫∇G dA, which vanishes by the same boundary argument. No bending is therefore needed to balance the cross-section.

The twist energy has the same form as before, αM + ½Dα², and its minimum lies at

α = −M/D = −b(R² − d²)/(πR⁴).

The energy gained is M²/2D = K(1 − x²)². The full result is

E(x) = K[ln(R/r0) + ln(1 − x²) − (1 − x²)²].

It assumes linear elasticity, a straight line, a free side wall, and a cylinder long enough for the end regions, about R deep, to be neglected. At x = 0 it reduces to section 1.

**4. The ridge**

Set w = 1 − x², so dw/dx = −2x. Then

dE/dx = K(1/w − 2w)(−2x) = K x(−2/w + 4w).

One root is x = 0. The other has w² = 1/2, hence

x* = √(1 − 1/√2) ≈ 0.541.

At the axis d²E/dx² = K(−2 + 4) = 2K, a minimum. At the ridge the bracket vanishes, so only its derivative contributes:

d²E/dx² = K x*(2/w² + 4)(−2x*) = −16K x*² ≈ −4.69K,

a maximum. The height above the axis is

ΔE = K[ln(1/√2) − 1/2 + 1] = K(1 − ln 2)/2 ≈ 0.153K.

The core radius cancels in both the position and the height. It remains in the energy of the centred line, K[ln(R/r0) − 1], which is positive for R > e r0. Such a line is metastable: its elastic energy would be released if it left the crystal.

The forces tell the same story. The image lies at distance (R² − d²)/d and pulls outward with μb²d/[2π(R² − d²)]. The twist stress at the line has magnitude μ|α|d and pushes inward with μb²d(R² − d²)/(πR⁴). Equating them gives (R² − d²)²/R⁴ = 1/2. Near the axis the inward force is twice the outward one; farther out the image comes closer while the twist fades.

As a test, the strain energy was integrated directly over the cross-section, with a core of radius 0.001R removed, and minimised over twist. At x = 0, 0.2, 0.5, 0.7 and 0.8 it differed from E(x) by at most 2 × 10⁻⁶ K. Its maximum lay at 0.54120R, in agreement with the formula.

**5. An end that is only partly free**

Let one end of a cylinder of length L be fixed and the other be held by a torsion spring k. The end turns by αL, which stores ½kL²α², or ½kLα² per length. The stiffness D is replaced by D + kL, and the gain becomes sK(1 − x²)², with

s = D/(D + kL).

The derivative is now K x(−2/w + 4sw), so the ridge obeys

(1 − x²)² = 1/(2s).

For s = 1 this is the free cylinder. As s falls to 1/2 the ridge moves in to the axis and disappears; the curvature at the axis, K(4s − 2), changes sign at the same point. For s = 0.7 the ridge lies at 0.39R, which the direct integration also gave. For s = 0.4 the integrated energy fell steadily from the axis to 0.8R, the last point tried. The figure 0.54 thus belongs to free twist, and a grip on both ends that keeps the cylinder from twisting in the first place can remove the barrier.

**6. A line that can bend**

The height ΔE is an energy per length, and a rigid line would have to pay it along the whole cylinder. A flexible line can cross locally. If its distance ξ(z) from the axis varies slowly over a length R, each section relaxes its own twist, and the energy above that of the centred line is

∫ [E(ξ) − E(0) + ½T(dξ/dz)²] dz.

The line tension T follows from the energy of a line at angle θ to its Burgers vector, K ln(R/r0)[cos²θ + sin²θ/(1 − ν)], with Poisson ratio ν. Adding its second derivative at θ = 0 gives

T = K ln(R/r0)[1 + 2ν/(1 − ν)] = K ln(R/r0)(1 + ν)/(1 − ν).

This is a rough estimate, because the logarithm stands in for the long-range interaction between parts of the line.

A stationary bulge obeys T d²ξ/dz² = dE/dξ. Multiplying by dξ/dz and integrating from the distant, centred part gives ½T(dξ/dz)² = E(ξ) − E(0). The two parts of the energy are equal, and the two flanks together cost

W = 2 ∫ √(2T[E(ξ) − E(0)]) dξ,

from 0 to the turning point where E(ξ) = E(0), at ξ = 0.741R. The top of the bulge thus lies beyond the ridge. The bulge is a saddle: shifting it along z costs nothing, and that shift, dξ/dz, has one node, so one nodeless deformation within the plane lowers the energy.

At an end face the line needs one flank only, which costs W/2 if the elastic relaxation of the face itself is left out. The growth step there also pulls. If it runs from the line to the nearest edge, it shortens as the line moves outward and exerts a force g equal to its energy per length. With the same omission, the energy of an end displaced to ξ is

∫ √(2T[E(ξ′) − E(0)]) dξ′ − gξ, from ξ′ = 0 to ξ.

It has a minimum and a barrier only if g < √(2TΔE).

**7. A gadolinium whisker**

Hexagonal gadolinium with a screw along its c axis suits the model. A half-turn about c reverses the shears xz and yz but leaves the in-plane and zz strains unchanged, so the two groups do not couple. Invariance under a 60° turn then makes the response to xz and yz isotropic. The modulus C44 alone enters sections 1 to 5, with no averaging over directions.

Rough typical values are C44 = 21 GPa and b = 0.58 nm. The core radius is set equal to b; R = 50 nm, the length of 5000 nm and 600 K are chosen. Then K = 3.51 eV/nm, and

x*R = 0.5412 × 50 nm = 27.1 nm,

ΔE = 0.1534 × 3.509 eV/nm = 0.538 eV/nm,

E(0) = 3.509 × (4.457 − 1) eV/nm = 12.1 eV/nm.

The twist is 4.2 degrees per micrometre with the line on the axis and 3.0 with it on the ridge, a ratio of 1/√2.

Moving the whole line rigidly would cost 0.538 × 5000 ≈ 2700 eV. With ν = 0.26 the bulge costs about 260 eV, as much as moving a rigid line some 490 nm long from the axis to the ridge. The bulge decays over 97 nm, about 2R, so the assumption of slow variation is only marginally met and the value is an estimate. Changing the logarithm in T by one, down or up, gives 230 or 290 eV. The isotropic factor (1 + ν)/(1 − ν) = 1.70 is also an approximation. For a hexagonal crystal with the screw along c it becomes (C33 − C13²/C11 − C44²/C66)/C44, about 2.15 with rough room-temperature constants of gadolinium (C11 = 67, C33 = 72, C13 = 21, C44 = C66 = 21 GPa). This acts much like raising the logarithm by one: the bulge then costs about 295 eV, and the end barriers below rise correspondingly.

The end is the weak place. For a rough surface energy of 1 J/m², counting the step as a strip of ordinary surface of height b gives a pull of 3.6 eV/nm, against a largest holding force of 5.4 eV/nm. In this estimate the end rests at 0.28R instead of on the axis, and its escape barrier drops from about 130 eV to 24 eV. Both values use the long-cylinder energy right up to the end face. The face is free of stress, and its elastic relaxation lowers the energy. For a straight line in an isotropic solid with ν = 0.26, used here as an approximation to gadolinium, the gain is about 0.30KR on the axis and 0.43KR at 0.6R, so the relaxation draws the line farther out: the rest position moves to roughly 0.4R and the barrier falls to roughly 20 eV. Changing the logarithm in T by one, down or up, gives about 11 or 29 eV. These values are still hundreds of times the thermal energy of 0.052 eV. The margin depends on the rough inputs: a pull one and a half times as large would leave little or no barrier at the end.

**8. The model beside a real whisker**

The elastic inputs are of the right size for gadolinium, but C44 is not corrected to 600 K; the barrier per length scales with it, while x* does not change. A real whisker may have facets. For any cross-section without holes let Φ satisfy ∇²Φ = −2 with Φ = 0 on the wall. The argument of section 3 then gives M = μbΦ(d), and the torsional stiffness is D = 2μ∫Φ dA. The wall response becomes the harmonic function h that equals ln|r − d| on the wall, so

E = K[h(d) − ln r0 − πΦ(d)²/∫Φ dA].

For a regular hexagon of the same area as the circle, the lowest pass points towards a face. It lies at 0.518 of the equal-area radius and is 0.144K high, about 4% closer in and 6% lower than for the circle. Towards a corner the values are 0.551 and 0.156K. Doubling the degree of the polynomials used for h and Φ from 40 to 80 moved these results by about 10⁻⁶.

Lattice friction can matter more for where the line is found. The largest restoring stress between axis and ridge is 8.5 MPa, at 0.32R. An assumed friction stress of 5 MPa would stop a line anywhere within 6.8 nm of the axis, and also in a zone around the ridge, where the net elastic force vanishes. Friction above 8.5 MPa would hold it anywhere between axis and ridge. The 5 MPa is an assumption, not a measured value; glide of a Burgers vector along c is a hard mode in hexagonal metals, so the friction in a real whisker may well exceed the restoring stress. The restoring stress scales as μb/R, so centring is weaker in thicker whiskers. Observing an off-centre line would therefore not by itself contradict the energy curve.

Two other corrections are small here. The twist shears the surface by 0.0037, which supports linear elasticity. The line, carried round by the twist, becomes a slight helix, and its extra length costs less than 10⁻⁴ of the barrier.

For this whisker the position 0.54R is thus robust against the choice of core radius and shifts by a few per cent with a hexagonal outline, but it depends strongly on free twist. The energy needed for escape is set by the bending of the line and by its ends. The numerical output below lists the main values used; those for the relaxed end face, for a changed logarithm and for the anisotropic line tension are not included.

Computed values

```
ridge radius / R, formula: 0.54120
ridge radius / R, quadrature: 0.54120
ridge height / K, formula: 0.15343
ridge height / K, quadrature: 0.15343
largest energy error / K: 2.0e-06
curvature at axis, ridge / K: 2.000, -4.688
ridge radius / R at twist share 0.7: 0.3935
Example: hcp-Gd whisker along c, rough values
C44: 21 GPa
Burgers vector and core radius: 0.58 nm
cylinder radius: 50 nm
whisker length: 5000 nm
temperature: 600 K
energy unit K: 3.509 eV/nm
ln(R/r0): 4.457
ridge distance from axis: 27.06 nm
barrier per length: 0.538 eV/nm
straight-line barrier, whole whisker: 2692 eV
energy of centred line: 12.13 eV/nm
twist, line on axis: 4.23 deg/um
twist, line on ridge: 2.99 deg/um
thermal energy: 0.0517 eV
Neglected effects
hexagon, ridge to face / equal-area R: 0.5183
hexagon, height to face / K: 0.1442
hexagon, ridge to corner / equal-area R: 0.5510
hexagon, height to corner / K: 0.1560
shift of position, degree 40 to 80: 7.8e-07
shift of height / K, degree 40 to 80: 1.3e-06
Poisson ratio for line tension: 0.26
line tension / K: 7.59
bulge turning point / R: 0.7411
bulge energy: 262 eV
bulge decay length: 97 nm
surface energy: 1.0 J/m^2
end-step pull: 3.62 eV/nm
largest holding force at end: 5.35 eV/nm
end rest position with step / R: 0.283
end saddle position with step / R: 0.697
end-escape barrier with step: 23.9 eV
largest restoring stress: 8.45 MPa
radius of largest restoring stress / R: 0.323
lattice friction: 5.0 MPa
friction holds line within: 6.8 nm of axis
surface shear strain from twist: 0.00369
helix lengthening energy / barrier: 2.9e-05
```
